# Separating surface reaction and diffusion in HF-nitric silicon etching: verification in Python

```python
"""Rotating-disc separation of surface and transport limits in HF-nitric etching.

Result under test: 1/R = 1/R_k + 1/(B sqrt(omega)) for a first-order surface step.
R: silicon etch rate (um/min); omega: disc speed (rad/s); x = omega**-0.5.
R_k = V*k*c/s: surface-limited rate; B*sqrt(omega): transport-limited rate.
V: molar volume of Si; k: surface rate constant; c: bulk HF concentration;
s: HF consumed per Si; D: HF diffusivity; nu: kinematic viscosity; Sc = nu/D.
B = (V*c/s) * C * D**(2/3) * nu**(-1/6) / (1 + q*Sc**(-1/3)), C and q computed.
Internal units are cm, s, mol, K, W unless a name says otherwise.
Bath and thermal properties are rough typical values; k is a chosen model value.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, cumulative_trapezoid, trapezoid
from scipy.linalg import solve_banded, null_space
from scipy.optimize import brentq
from scipy.special import gamma

# ---------- inputs ----------
c_hf = 2.0e-3            # mol/cm3
c_nitric = 14.6e-3       # mol/cm3
D = 1.2e-5               # cm2/s
nu = 0.014               # cm2/s
k_surface = 0.006        # cm/s
radius = 1.0             # cm
scatter = 0.02           # relative standard deviation of a measured rate
rpm = np.array([100., 200., 400., 600., 900., 1600.])
T_bath = 298.15          # K
heat_per_si = 8.0e5      # J/mol, rough
kappa = 4.0e-3           # W/(cm K), rough
heat_capacity = 3.7      # J/(cm3 K), rough
E_surface = 0.20         # eV, rough
E_transport = 0.15       # eV, rough
no_solubility = 2.0e-6   # mol/cm3, rough
K_bubble = 1.0e-3        # cm/s, assumed for a sensitivity test

omega = 2*np.pi*rpm/60
x = omega**-0.5
UM_MIN = 6.0e5           # um/min in one cm/s
lattice = const.physical_constants['lattice parameter of silicon'][0]*100
V_si = const.N_A*lattice**3/8

# ---------- stoichiometry from conservation of atoms ----------
# columns: Si, HNO3, HF, H2SiF6, NO, H2O; rows: Si, H, N, O, F
atoms = np.array([[1, 0, 0, -1, 0, 0],
                  [0, 1, 1, -2, 0, -2],
                  [0, 1, 0, 0, -1, 0],
                  [0, 3, 0, 0, -1, -1],
                  [0, 0, 1, -6, 0, 0]], float)
balance = null_space(atoms)
assert balance.shape[1] == 1
balance = balance[:, 0]/balance[0, 0]
s_nitric, s_hf, s_no = balance[1], balance[2], balance[4]
assert np.all(balance > 0)
to_rate = V_si*c_hf/s_hf*UM_MIN      # um/min per cm/s of transfer coefficient

# ---------- laminar flow above an infinite rotating disc ----------
def flow_equations(z, y):
    H, F, dF, G, dG = y
    return np.vstack([-2*F, dF, F**2 - G**2 + H*dF, dG, 2*F*G + H*dG])


def flow_boundaries(wall, far):
    return np.array([wall[0], wall[1], wall[3] - 1, far[1], far[3]])


z0 = np.linspace(0, 16, 400)
guess = np.vstack([-0.88*(1 - np.exp(-z0))**2, 0.5*z0*np.exp(-z0),
                   0.5*(1 - z0)*np.exp(-z0), np.exp(-z0), -np.exp(-z0)])
flow = solve_bvp(flow_equations, flow_boundaries, z0, guess,
                 tol=1e-7, max_nodes=20000)
assert flow.success
a_flow = flow.sol(0.0)[2]

# derived thin-layer coefficient and first finite-Schmidt correction
C_levich = 1/(gamma(4/3)*(3/a_flow)**(1/3))
q_schmidt = gamma(5/3)/(36*gamma(4/3))*(3/a_flow)**(4/3)
Sc = nu/D
K_coeff = C_levich*D**(2/3)*nu**(-1/6)/(1 + q_schmidt*Sc**(-1/3))
R_k = to_rate*k_surface
B = to_rate*K_coeff


def layer_thickness(number):
    """Diffusion-layer thickness in units sqrt(nu/omega), by quadrature."""
    z = np.linspace(0, min(16.0, 12*number**(-1/3)), 6001)
    exponent = number*cumulative_trapezoid(flow.sol(z)[0], z, initial=0)
    return trapezoid(np.exp(exponent), z)


thin = Sc**(-1/3)/C_levich
thick_ratio = layer_thickness(Sc)/thin
assert abs(thick_ratio - (1 + q_schmidt*Sc**(-1/3))) < 0.002
assert abs(thick_ratio - 1) > 0.02    # the correction is really needed


def disc_rate(speed):
    """Etch rate from finite differences with a reacting wall."""
    n = 3000
    z = np.linspace(0, 10*Sc**(-1/3), n)
    h = z[1] - z[0]
    drift = Sc*flow.sol(z)[0]*h/2
    bands = np.zeros((3, n))
    bands[1, :] = -2
    bands[0, 2:] = 1 - drift[1:-1]
    bands[2, :-2] = 1 + drift[1:-1]
    bands[1, 0] = -1 - h*k_surface*np.sqrt(nu/speed)/D
    bands[0, 1] = 1
    bands[1, -1] = 1
    right = np.zeros(n)
    right[-1] = 1
    profile = solve_banded((1, 1), bands, right)
    return to_rate*k_surface*profile[0]


R_true = np.array([disc_rate(w) for w in omega])
R_line = 1/(1/R_k + x/B)
line_error = np.max(np.abs(R_line/R_true - 1))
assert line_error < 0.002    # omitted second Schmidt term is about 0.1 %


# ---------- weighted straight line ----------
def weighted_line(rates):
    w = (rates/scatter)**2
    y = 1/rates
    S, Sx, Sy = w.sum(), (w*x).sum(), (w*y).sum()
    Sxx, Sxy = (w*x*x).sum(), (w*x*y).sum()
    det = S*Sxx - Sx**2
    a = (Sxx*Sy - Sx*Sxy)/det
    b = (S*Sxy - Sx*Sy)/det
    return a, b, Sxx/det, S/det, -Sx/det, (S, Sx, Sy, Sxx, Sxy)


def log_crossover_sd(fit):
    a, b, va, vb, cab = fit[:5]
    return 2*np.sqrt(va/a**2 + vb/b**2 - 2*cab/(a*b))


def diffusivity(slope):
    """Thin-layer value and value corrected for finite Schmidt number."""
    K = 1/(slope*to_rate)
    first = (K*nu**(1/6)/C_levich)**1.5
    value = first
    for _ in range(50):
        value = first*(1 + q_schmidt*(value/nu)**(1/3))**1.5
    return first, value


clean = weighted_line(R_true)
assert abs(1/clean[0]/R_k - 1) < 0.002
assert abs(diffusivity(clean[1])[1]/D - 1) < 0.004

rng = np.random.default_rng(7)
R_meas = np.round(R_true*(1 + scatter*rng.standard_normal(len(x))), 2)
fit = weighted_line(R_meas)
a, b, var_a, var_b, cov_ab, sums = fit
sd_a, sd_b = np.sqrt(var_a), np.sqrt(var_b)
poly, poly_cov = np.polyfit(x, 1/R_meas, 1, w=R_meas/scatter, cov='unscaled')
assert np.allclose(poly, [b, a], rtol=1e-8)
assert np.allclose(poly_cov, [[var_b, cov_ab], [cov_ab, var_a]], rtol=1e-6)
assert abs(a - 1/R_k) < 4*sd_a and abs(b - 1/B) < 4*sd_b
chi2 = np.sum(((1/R_meas - a - b*x)*R_meas/scatter)**2)

# repeated synthetic experiments test the propagated uncertainties
trials = []
for _ in range(10000):
    trial = R_true*(1 + scatter*rng.standard_normal(len(x)))
    result = weighted_line(trial)
    trials.append([result[0], result[1], 2*np.log(result[1]/result[0])])
spread = np.std(trials, axis=0)
expected = np.array([np.sqrt(clean[2]), np.sqrt(clean[3]),
                     log_crossover_sd(clean)])
assert np.all(np.abs(spread/expected - 1) < 0.05)

k_fit = 1/(a*to_rate)
D_thin, D_fit = diffusivity(b)
cross_rpm = (b/a)**2*60/(2*np.pi)
share = b*x/(a + b*x)

# ---------- what the simple model leaves out ----------
R_transport = B/x**-1*omega    # B*sqrt(omega), since x*omega = sqrt(omega)


def bias(rates):
    """Percent changes in fitted R_k and slope, and largest misfit."""
    f = weighted_line(rates)
    misfit = np.max(np.abs((f[0] + f[1]*x)*rates - 1))
    return 100*(clean[0]/f[0] - 1), 100*(f[1]/clean[1] - 1), 100*misfit


second = np.array([brentq(lambda r: r - R_k*(1 - r/L)**2, 0, L)
                   for L in B*np.sqrt(omega)])
order_bias = bias(second)
assert order_bias[0] < -5 and order_bias[2] < 100*scatter

Pr = nu*heat_capacity/kappa
thermal_layer = layer_thickness(Pr)*np.sqrt(nu/omega)
kB_eV = const.k/const.e
R_hot = R_line.copy()
for _ in range(100):
    rise = R_hot/UM_MIN/V_si*heat_per_si*thermal_layer/kappa
    inverse_T = (1/T_bath - 1/(T_bath + rise))/kB_eV
    R_hot = 1/(1/(R_k*np.exp(E_surface*inverse_T))
               + x/(B*np.exp(E_transport*inverse_T)))
heat_bias = bias(R_hot)
assert abs(heat_bias[0]) < abs(heat_bias[1])

R_bubble = 1/(1/R_k + 1/(B*np.sqrt(omega) + to_rate*K_bubble))
bubble_bias = bias(R_bubble)
assert bubble_bias[0] < 0

hf_drop = c_hf*(1 - R_true/R_k)
nitric_loss = np.max(s_nitric/s_hf*hf_drop)/c_nitric
no_ratio = np.max(s_no/s_hf*hf_drop)/no_solubility
no_flux = s_no*R_true/UM_MIN/V_si
gas_speed = np.max(no_flux)*const.R*T_bath/const.atm*1e6
recession = np.max(R_true/UM_MIN/(K_coeff*np.sqrt(omega)))
reynolds = np.max(omega)*radius**2/nu
assert nitric_loss < 0.05 and reynolds < 2e5

# ---------- printed results ----------
print(f"HF, HNO3, NO per Si: {s_hf:.3f}, {s_nitric:.3f}, {s_no:.3f}")
print(f"Si molar volume: {V_si:.3f} cm3/mol")
print(f"HF, HNO3 concentration: {c_hf*1e3:.1f}, {c_nitric*1e3:.1f} mol/L")
print(f"input D: {D:.2e} cm2/s; nu: {nu:.3f} cm2/s; Sc: {Sc:.0f}")
print(f"input k: {k_surface:.4f} cm/s; disc radius: {radius:.1f} cm")
print(f"flow coefficient a: {a_flow:.5f}")
print(f"Levich coefficient: {C_levich:.4f}; Schmidt term: {q_schmidt:.4f}")
print(f"layer thickness / thin-layer value: {thick_ratio:.4f}")
print(f"rate per transfer coefficient: {to_rate:.1f} (um/min)/(cm/s)")
print(f"input R_k: {R_k:.3f} um/min; B: {B:.4f} um/min s^0.5")
print(f"largest line error against numerical rates: {100*line_error:.3f} %")
print(f"relative scatter of measured rates: {100*scatter:.1f} %")
print("rpm | omega rad/s | x s^0.5 | R um/min | 1/R min/um | transport %")
for row in zip(rpm, omega, x, R_meas, 1/R_meas, 100*share):
    print("%5.0f %8.3f %8.5f %6.2f %8.5f %6.1f" % row)
print("weighted sums, w in um2/min2, x in s^0.5, y in min/um:")
print("S, Sx, Sy: %.2f, %.3f, %.3f" % sums[:3])
print("Sxx, Sxy: %.4f, %.4f" % sums[3:])
print(f"intercept: {a:.5f} +/- {sd_a:.5f} min/um")
print(f"slope: {b:.4f} +/- {sd_b:.4f} min/um s^-0.5")
print(f"covariance: {cov_ab:.3e} min2/um2 s^-0.5")
print(f"chi-square: {chi2:.2f} for {len(x)-2} degrees of freedom")
print(f"fitted R_k: {1/a:.2f} +/- {sd_a/a**2:.2f} um/min")
print(f"fitted B: {1/b:.3f} +/- {sd_b/b**2:.3f} um/min s^0.5")
print(f"fitted k: {k_fit:.5f} +/- {k_fit*sd_a/a:.5f} cm/s")
print(f"fitted D, thin layer: {D_thin:.3e} cm2/s")
print(f"fitted D, corrected: {D_fit:.3e} +/- {1.5*D_fit*sd_b/b:.1e} cm2/s")
print(f"equal-resistance speed: {cross_rpm:.0f} +/- "
      f"{cross_rpm*log_crossover_sd(fit):.0f} rpm")
print("repeat/propagated sd (a, b, ln speed): %.3f, %.3f, %.3f"
      % tuple(spread/expected))
print("effects below: change in R_k %, change in slope %, misfit %")
print("second-order surface step: %.1f, %.1f, %.2f" % order_bias)
print("reaction heating: %.1f, %.1f, %.2f" % heat_bias)
print("bubble stirring: %.1f, %.1f, %.2f" % bubble_bias)
print(f"assumed bubble transfer coefficient: {K_bubble:.1e} cm/s")
print(f"rough reaction heat: {heat_per_si/1000:.0f} kJ/mol Si")
print(f"rough activation, surface/transport: {E_surface:.2f}/{E_transport:.2f} eV")
print(f"thermal conductivity: {kappa:.1e} W/(cm K); Pr: {Pr:.1f}")
print(f"surface heating, slowest/fastest: {rise[0]:.2f}/{rise[-1]:.2f} K")
print(f"largest HNO3 surface depletion: {100*nitric_loss:.2f} %")
print(f"NO / rough solubility, if all stays NO: {no_ratio:.0f}")
print(f"largest NO gas production: {gas_speed:.4f} cm3/(cm2 s)")
print(f"largest recession / transfer coefficient: {100*recession:.2f} %")
print(f"largest Reynolds number: {reynolds:.0f}")
print("finished without a failed check")
```

Printed output:

```
HF, HNO3, NO per Si: 6.000, 1.333, 1.333
Si molar volume: 12.059 cm3/mol
HF, HNO3 concentration: 2.0, 14.6 mol/L
input D: 1.20e-05 cm2/s; nu: 0.014 cm2/s; Sc: 1167
input k: 0.0060 cm/s; disc radius: 1.0 cm
flow coefficient a: 0.51023
Levich coefficient: 0.6205; Schmidt term: 0.2980
layer thickness / thin-layer value: 1.0297
rate per transfer coefficient: 2411.8 (um/min)/(cm/s)
input R_k: 14.471 um/min; B: 1.5536 um/min s^0.5
largest line error against numerical rates: 0.099 %
relative scatter of measured rates: 2.0 %
rpm | omega rad/s | x s^0.5 | R um/min | 1/R min/um | transport %
  100   10.472  0.30902   3.73  0.26810   72.8
  200   20.944  0.21851   4.79  0.20877   65.4
  400   41.888  0.15451   5.90  0.16949   57.2
  600   62.832  0.12616   6.53  0.15314   52.2
  900   94.248  0.10301   7.31  0.13680   47.2
 1600  167.552  0.07725   8.24  0.12136   40.1
weighted sums, w in um2/min2, x in s^0.5, y in min/um:
S, Sx, Sy: 589104.00, 77051.148, 91250.000
Sxx, Sxy: 12264.9282, 13310.6764
intercept: 0.07262 +/- 0.00309 min/um
slope: 0.6290 +/- 0.0214 min/um s^-0.5
covariance: -5.980e-05 min2/um2 s^-0.5
chi-square: 0.35 for 4 degrees of freedom
fitted R_k: 13.77 +/- 0.58 um/min
fitted B: 1.590 +/- 0.054 um/min s^0.5
fitted k: 0.00571 +/- 0.00024 cm/s
fitted D, thin layer: 1.191e-05 cm2/s
fitted D, corrected: 1.243e-05 +/- 6.3e-07 cm2/s
equal-resistance speed: 716 +/- 107 rpm
repeat/propagated sd (a, b, ln speed): 0.992, 0.997, 0.995
effects below: change in R_k %, change in slope %, misfit %
second-order surface step: -19.0, 37.4, 0.92
reaction heating: 0.8, -8.7, 0.04
bubble stirring: -19.0, -38.5, 2.13
assumed bubble transfer coefficient: 1.0e-03 cm/s
rough reaction heat: 800 kJ/mol Si
rough activation, surface/transport: 0.20/0.15 eV
thermal conductivity: 4.0e-03 W/(cm K); Pr: 13.0
surface heating, slowest/fastest: 3.21/1.76 K
largest HNO3 surface depletion: 2.26 %
NO / rough solubility, if all stays NO: 165
largest NO gas production: 0.0379 cm3/(cm2 s)
largest recession / transfer coefficient: 0.30 %
largest Reynolds number: 11968
finished without a failed check
```
